Dipole per cell of a chain from analytic Gaussian Berry-phase overlaps

THE DECISION

Someone who needs the dipole moment per molecule in a long polar chain must decide whether to take it from one periodic calculation or to keep lengthening a finite chain. For a straight hydrogen fluoride chain treated below, one isolated molecule gives 4.19, an apparently reasonable cut of the periodic charge into neutral cells gives 5.23, and adding a twelfth molecule to eleven gives 7.48, all in 10⁻³⁰ C m and all from Hartree–Fock in a minimal basis. The periodic calculation can replace the long series if its dipole is obtained from the phases of the orbitals. In a Gaussian basis this needs one new kind of integral, that of exp(−ib·r) between two basis functions, and it has a closed form.

The chain lies along z with repeat length a. The charge of an electron is −e, every occupied orbital holds two electrons, and the occupied bands are separated by a gap from the empty ones.

ONE GAUSSIAN PER CELL

Put one normalised function in each cell R,

g_R(r) = (2α/π)^(3/4) exp(−α|r − (z₀+Ra)ẑ|²),

and let αa² be so large that functions in different cells do not overlap. The crystalline orbital is ψ_k = Σ_R e^{ikRa} g_R, normalised to one per cell. Take J equally spaced wave numbers k_j = jb with b = 2π/(Ja). The overlap of the cell-periodic parts u_k = e^{−ikz}ψ_k at neighbouring points is, per cell,

⟨u_k|u_{k+b}⟩ = ⟨ψ_k|e^{ikz}e^{−i(k+b)z}|ψ_{k+b}⟩ = ⟨ψ_k|e^{−ibz}|ψ_{k+b}⟩.

Without overlap between cells this is ∫ g₀² e^{−ibz} d³r. The square g₀² is a normalised Gaussian of exponent 2α about z₀, whose Fourier integral gives

link = e^{−ibz₀} e^{−b²/(8α)}.

The modulus tells how wide the charge is, and the phase tells where it is. Multiplying J equal links gives the total phase φ = −Jbz₀ = −2πz₀/a, so

z₀ = −(a/2π) φ, modulo a.

The ambiguity is natural: every cell holds a copy of the function, and the phase cannot say which copy belongs to which cell.

TWO GAUSSIANS IN ONE ORBITAL

Now let the orbital of each cell be c_A g_A + c_B g_B, with equal exponents, A at z = 0 and B at z = D. Neglect the overlap of the two functions and write w = c_B², so that c_A² = 1 − w. The link is

e^{−b²/(8α)} [(1 − w) + w e^{−ibD}].

The bracket is the average of e^{−ibx} over a variable x that is D with probability w and 0 otherwise. Its mean is m = wD. Take out the factor e^{−ibm} and expand the rest:

bracket = e^{−ibm} [1 − b²σ²/2 + ib³κ/6 + …].

The linear term vanishes because x − m has zero mean, σ² is the variance, and κ is the third central moment,

κ = (1−w)(−wD)³ + w(D−wD)³ = w(1−w)(1−2w)D³.

The phase of one link is therefore −bm + b³κ/6 + O(b⁵). Multiplying by J and by −a/2π, that is, dividing by −b, gives the centre found with J points:

z_J = m − b²κ/6 + O(b⁴).

The centre of charge comes out with an error that falls as 1/J². For w = 1/2 the charge is symmetric about its centre and this error term vanishes.

INTEGRALS FOR ANY CARTESIAN GAUSSIAN

A product of two primitive Gaussians factorises into x, y and z parts. For one axis, with exponents α and β, centres A and B, powers l and m, and wave-vector component b, define

I(l,m) = ∫ (x−A)^l (x−B)^m G dx,
G = exp[−α(x−A)² − β(x−B)² − ibx].

Let p = α+β and P = (αA+βB)/p. Expanding both sides confirms

α(x−A)² + β(x−B)² = p(x−P)² + (αβ/p)(A−B)².

With y = x − P, the remaining exponent is −py² − iby − ibP. Completing the square,

−py² − iby = −p(y + ib/2p)² − b²/4p.

The integrand has no singularities and decays at both ends of the strip between the real axis and the shifted line, so the path may be moved back to the real axis. The Gaussian integral is then √(π/p), and

I(0,0) = √(π/p) exp[−(αβ/p)(A−B)² − ibP − b²/4p].

For higher powers, differentiate G:

dG/dx = [−2α(x−A) − 2β(x−B) − ib] G = −2p(x − P′) G,
P′ = P − ib/(2p).

The integral of d/dx[(x−A)^l (x−B)^m G] is zero, because G vanishes at both ends. Carrying out the derivative gives

0 = l I(l−1,m) + m I(l,m−1) − 2p ∫ (x−P′)(x−A)^l (x−B)^m G dx.

Write x − P′ = (x−A) − (P′−A) and solve for the term with the raised power:

I(l+1,m) = (P′−A) I(l,m) + [l I(l−1,m) + m I(l,m−1)]/(2p).

The same argument with x − P′ = (x−B) − (P′−B) raises m. These are the recurrences of ordinary overlap integrals with P replaced by the complex point P′, and b = 0 recovers them.

One case shows why the integral should not be replaced by an overlap times a phase. For a p and an s function on the same atom, P = A, and the recurrence gives I(1,0) = −(ib/2p) I(0,0). The overlap is zero, but this integral is not. At first order in b it is −ib times the matrix element of position between s and p, which describes charge shifted to one side of an atom by hybridisation. An overlap times a phase would lose it.

A contracted function is a fixed sum of primitives, so its integral is a finite double sum of products of three axis factors. For the chain, b points along z and the x and y factors are ordinary overlaps. For a crystal, each axis takes its own component of b.

FROM BASIS FUNCTIONS TO CRYSTALLINE ORBITALS

In general the functions of neighbouring cells overlap. Write

ψ_nk = Σ_R e^{ikRa} Σ_μ C_μn(k) χ_μ^R,
χ_μ^R(r) = χ_μ(r − Raẑ),

with C†(k)S(k)C(k) = 1, where S(k) is the Bloch sum of the overlaps. Collect the analytic integrals in

B^R_μν(b) = ∫ χ_μ^0 e^{−ibz} χ_ν^R d³r.

The link now contains a sum over the cell R′ of the left function and the cell R′+R of the right one. Shifting the integration variable by R′a gives

⟨χ_μ^{R′}|e^{−ibz}|χ_ν^{R′+R}⟩ = e^{−ibR′a} B^R_μν(b).

The Bloch factors are e^{−ikR′a} and e^{i(k+b)(R′+R)a}. In the product of all three factors R′ cancels, and e^{i(k+b)Ra} remains. Each R′ contributes equally, so the overlap per cell is

M(k,k+b) = C†(k) [Σ_R e^{i(k+b)Ra} B^R(b)] C(k+b).

The phase contains k+b, the wave number of the right-hand orbital.

With several occupied bands, M is a square matrix over them, and

φ_J = Im ln Π_j det M(k_j,k_{j+1}), j = 0 … J−1.

The last point is k_J = k₀ + 2π/a. All factors e^{ikRa} are the same there as at k₀, so C(k_J) is set equal to C(k₀). The coefficients must be the same stored ones, not a second diagonalisation with new phases. If the occupied orbitals at k_j are mixed by a unitary matrix U_j, M becomes U_j†MU_{j+1}. Around the closed loop each det U_j meets its complex conjugate, and the product is unchanged. Band crossings within the occupied set and arbitrary eigenvector phases therefore do no harm.

WHAT THE PHASE MEASURES

For a gapped chain the occupied orbitals can be chosen smooth and periodic in k. They then define localised Wannier functions w_n through ψ_nk = Σ_R e^{ikRa} w_n(r−Raẑ), hence

u_nk = Σ_R e^{−ik(z−Ra)} w_n(r−Raẑ),
i∂u_nk/∂k = Σ_R (z−Ra) e^{−ik(z−Ra)} w_n(r−Raẑ).

Taking the overlap per cell as before,

A_n(k) = ⟨u_nk|i∂u_nk/∂k⟩ = Σ_R e^{ikRa} ∫ w_n*(r) (z−Ra) w_n(r−Raẑ) d³r.

Integration over k from 0 to 2π/a removes every term but R = 0, which leaves (2π/a) times the centre z_n = ⟨w_n|z|w_n⟩.

For small b, M = 1 + b⟨u|∂u/∂k⟩ + …, so its determinant has phase −bΣ_n A_n. Adding the links,

φ = −∫ Σ_n A_n dk = −(2π/a) Σ_n z_n.

The dipole per cell, with two electrons per orbital, is thus

μ = e Σ_A Z_A z_A − 2e Σ_n z_n = e Σ_A Z_A z_A + 2e(a/2π) φ.

Since φ is defined modulo 2π, μ is defined modulo 2ea for a fixed choice of nuclei in the cell. The limit of φ for many points is called a Berry phase, and μ is called the Berry-phase dipole below.

The 1/J² law also holds in general. In the smooth choice, let f(k,b) be the phase of det M(k−b/2,k+b/2). Exchanging the two ends turns M into M†, so f(k,−b) = −f(k,b), and only odd powers of b occur: f = −bΣA_n + b³q(k) + O(b⁵). The equally spaced sum of the smooth periodic first term differs from its integral by less than any power of b. The second term sums to b²∫q dk. Since b² falls by four when J is doubled, the leading error cancels in

z_ext = (4z_{2J} − z_J)/3.

WHY THIS CUT AND NOT ANOTHER

The periodic charge can be divided into neutral cells in many ways. In a Mulliken cut, a product of functions from two cells is given half to each. Let such a cut have cell dipole μ_c. If N copies are laid along a finite chain, the true charge near the ends is not fully reproduced: charges +Q on the right and −Q on the left may be left over. They are about Na apart, so

μ(N) = Nμ_c + QNa + constant + terms that vanish for large N,
μ = μ_c + Qa.

The dipole of the cut alone misses Qa. With Wannier functions, each piece of electronic charge is a whole pair. The occupied orbitals of a long gapped chain can be localised too, and those in the interior approach the Wannier functions. What remains at an end is then a whole number of elementary charges. For ends that are neutral in this counting it is zero, and the increment equals the Berry-phase dipole. A different filling or termination of the ends can shift it by whole multiples of ea.

THE PERIODIC HARTREE–FOCK PROBLEM

The test chain has an F–H distance of 95 pm and a repeat length of 250 pm, both chosen round values. F sits at z = 0 and H at z = 95 pm. The method is restricted Hartree–Fock with the STO-3G basis, which has six functions and five occupied orbitals per cell.

The density matrix between cell 0 and cell R is

P^R = (2/J) Σ_k e^{−ikRa} C(k)C†(k),

with 40 wave numbers in the self-consistent calculation. It builds the Fock blocks F^R, whose Bloch sum F(k) gives new orbitals from F(k)C = S(k)Cε, until P^R no longer changes. The smallest gap between occupied and empty bands is 25.2 eV at this level. It is a difference of Hartree–Fock orbital energies, not a measured excitation energy.

Coulomb terms have a long range. They are summed over neutral Mulliken cells |n| ≤ N around cell 0, nuclei and electrons together. To leading order each omitted cell is a point dipole μ_c. On the axis at distance na its field is 2μ_c/[4πε₀(na)³], directed along μ_c on either side. The two sides together give

E_far = [4μ_c/(4πε₀a³)] Σ_{n>N} n⁻³.

An electron has energy +eE_far z in this field, so eE_far⟨χ_μ^0|z|χ_ν^R⟩ is added to F^R. Here μ_c is the right dipole, although it is not the polarization, because the expansion must describe the charge groups that were left out.

With N = 6 the final dipole is 7.4904 × 10⁻³⁰ C m. Without the far field it is 7.4839, lower by 0.0065. With N = 4 and the far field it is again 7.4904. The correction therefore does more than two further shells of cells would without it.

READING THE NUMBERS

For J = 8, b = 2π/(8 × 250 pm) = 0.003142 pm⁻¹. The analytic integral between F 2p_z and H 1s in one cell is

0.3291 − 0.0823i.

Its phase is −arctan(0.0823/0.3291) = −0.245. Divided by −b, this gives about 78 pm. Up to terms of higher order in b, that is the position integral of the two functions, measured from F, divided by their overlap. It need not be the place where the overlap charge is concentrated, because the product of the two functions changes sign at F.

The sum of the five centres, Σ_n z_n, comes out as follows.

J = 4: 23.866 pm
J = 8: 24.063 pm
J = 16: 24.109 pm
J = 32: 24.120 pm

From the last two values,

z_ext = (4 × 24.1205 − 24.1090)/3 pm = 24.124 pm.

Wannier functions can also be built explicitly, by projecting the Bloch sums of the five fluorine functions at each k onto the occupied orbitals, orthonormalising the results and summing over k. Their centres, taken from ordinary position integrals, also add up to 24.124 pm. Measured from that value, the error falls by a factor 4.01 between J = 16 and J = 32, close to the 4 of the 1/J² law.

Coarse meshes are already useful. The J = 8 sum is 0.062 pm too small, which makes the dipole too large by 2e × 0.062 pm = 0.02 × 10⁻³⁰ C m, or about 0.3 per cent. Extrapolating from J = 4 and J = 8 gives

(4 × 24.0627 − 23.8660)/3 pm = 24.128 pm,

which is off by 0.004 pm. That is about the size of the error at J = 32, at a fraction of the work.

The dipole follows, in 10⁻³⁰ C m:

nuclei: e × 95 pm = 15.2207
electrons: −2e × 24.124 pm = −7.7303
sum: μ = 7.4904

This is 2.246 D. The other branches differ by multiples of 2ea = 80.11 × 10⁻³⁰ C m. The oligomers settle the choice, since none of the other values is near their increments.

The Mulliken cut gives μ_c = 5.2296. From μ = μ_c + Qa, the charge it leaves at each end is

Q = (7.4904 − 5.2296)/40.05 e = 0.056 e,

where 40.05 × 10⁻³⁰ C m is ea. A small fractional charge carried across a whole repeat length thus accounts for 30 per cent of the dipole per cell in this basis. The size and even the sign of Q depend on the basis, as Mulliken charges do: for four molecules the charge on the right half is +0.051 e in STO-3G, +0.044 e in cc-pVDZ and −0.067 e in aug-cc-pVDZ.

THE FINITE CHAINS

Separate Hartree–Fock calculations for one to twelve molecules, with the same geometry and basis, give total dipoles μ(N). The increments μ(N+1) − μ(N), in 10⁻³⁰ C m, are

1 → 2: 6.625
2 → 3: 7.197
4 → 5: 7.423
7 → 8: 7.471
11 → 12: 7.483

The slow approach to 7.490 has an electrostatic origin. A molecule n places from an end lacks the field of all the molecules that an infinite chain would have beyond that end. Each missing field falls as the cube of distance, so their sum falls as 1/n², and so does the missing induced dipole. Summed over a chain of length N, these deficits give a constant plus a term in 1/N:

μ(N) = Nμ + c₀ + c₁/N + c₂/N² + …

To leading order the increment then differs from μ by −c₁/[N(N+1)]. Between the increments that start from 7 and from 11 molecules, the difference from the Berry-phase value falls as the power 2.23 of N + 1/2. This is near the expected 2; the excess may come from the next term, which is not yet negligible at these lengths.

The unwanted terms can be removed. Multiplying the expansion, cut after c₂, by N² makes it a cubic polynomial in N with leading coefficient μ. The third difference of N³ is 6, and that of any lower power is zero, so four successive lengths give

μ = [144μ(12) − 363μ(11) + 300μ(10) − 81μ(9)]/6.

The result is 7.4903 × 10⁻³⁰ C m. The Berry-phase value is higher by 0.00013 × 10⁻³⁰ C m, about 2 parts in 100,000. The raw last increment is still 0.1 per cent low. This agreement concerns the algorithm: both sides share the model. The real chain is bent, the basis is minimal and electron correlation is absent, so the dipole is not a prediction for the real material. The basis alone shifts it by tens of per cent: with cc-pVDZ at the same geometry one molecule gives 6.72 instead of 4.19, and the increment from three to four molecules is 9.63 instead of 7.36, in 10⁻³⁰ C m.

THE METHOD IN GENERAL

1. Converge the periodic orbitals, with the Coulomb sum arranged in neutral cells, and confirm that the highest occupied level over all k lies below the lowest empty level over all k.
2. For each J, compute B^R(b) with the recurrences, for every R at which basis functions still overlap.
3. Form M with the phase e^{i(k+b)Ra}, close the loop with the stored C(k₀), and take the phase of the product of determinants.
4. Extrapolate in 1/J², with all values on one branch.
5. Add the nuclear part, and fix the branch by a short oligomer or by following the dipole continuously from a known geometry.

In a three-dimensional crystal, b runs along a reciprocal lattice vector, and the phase is averaged over strings of k-points that cover the transverse directions. The comparison with finite pieces then needs more care. The charges at the ends of a chain are points, and their field in the middle fades as the chain grows. The charges on two faces of a wide slab produce a uniform field that does not fade with thickness and that polarises the interior.

The method fails when the gap closes. The occupied space then no longer varies smoothly with k, and the derivation above, which needs smooth orbitals, does not apply. The computed phase may still settle to a definite value as points are added, so its convergence does not prove that there is a gap. A narrow gap is a milder form of the same trouble: orbitals change quickly with k, the term q(k) can become large, and more points are needed before the 1/J² law sets in.
